# Gauss quadrature from the Coulomb Hamiltonian in a Laguerre basis: verification in Python

```python
# Coulomb problem H = -1/2 d2/dr2 + l(l+1)/(2r^2) - Z/r (atomic units) in the Sturmian basis
#   S_n = sqrt(n!/Gamma(n+2l+2)) (2 kap r)^(l+1) exp(-kap r) L_n^(2l+1)(2 kap r).
# Symbols: eps = E + kap^2/2, x = 1 - kap^2/eps = cos(theta), nu = Z/kap, d_n = kap(n+l+1) - Z,
#   b_n^2 = (n+1)(n+2l+2), g_n^2 = n! Gamma(2l+2)/Gamma(n+2l+2), c_n(E) = <S_n|1/r|psi_E>.
# Under test: c_n/c_0 = g_n P_n(x), P_n Pollaczek (lambda=l+1, a=-nu, b=nu), orthogonal under
#   dmu = d_0 c_0^2/eps dE (bound masses + continuum) with norm d_0/(g_n^2 d_n); the N pseudostates
#   are the zeros of P_N and w_j = d_0 c_0j^2/eps_j make a Gauss rule exact for x^k, k <= 2N-1.
# Example: hydrogen 1s->p (Z=kap=l=1), where mu is the oscillator-strength distribution.
import numpy as np, mpmath as mp, sympy as sp
from math import comb, gamma, pi
from numpy.polynomial import Polynomial
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln, eval_gegenbauer
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc

def grid(a, b, panels, pts):
    t, w = np.polynomial.legendre.leggauss(pts)
    e = np.linspace(a, b, panels + 1); h = np.diff(e)[:, None] / 2
    return ((e[:-1, None] + h) + h * t).ravel(), (h * w).ravel()

def norm_s(n, l): return np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2 * l + 2)))
def g_fac(n, l): return norm_s(n, l) / norm_s(0, l)
def d_fac(n, Z, l, kap): return kap * (n + l + 1) - Z
def sturm(n, l, kap, r):
    y = 2 * kap * r
    return norm_s(n, l) * y ** (l + 1) * np.exp(-y / 2) * eval_genlaguerre(n, 2 * l + 1, y)

def pollaczek(nmax, x, l, nu):
    P = [x * 0 + 1.0]
    for n in range(nmax):
        nxt = 2 * ((n + l + 1 - nu) * x + nu) * P[n]
        if n > 0: nxt = nxt - (n + 2 * l + 1) * P[n - 1]
        P.append(nxt / (n + 1))
    return P

def matrices(N, Z, l, kap):
    # H and O from their defining integrals, exact Gauss-Laguerre quadrature
    y, w = roots_genlaguerre(N + 6, 2 * l)
    L = np.array([norm_s(n, l) * eval_genlaguerre(n, 2 * l + 1, y) for n in range(N)])
    dL = np.array([-norm_s(n, l) * eval_genlaguerre(n - 1, 2 * l + 2, y) if n else 0 * y for n in range(N)])
    dS = (l + 1 - y / 2) * L + y * dL
    O = (L * w * y * y) @ L.T / (2 * kap)
    V = (L * w * y) @ L.T
    return kap * (dS * w) @ dS.T + kap * l * (l + 1) * (L * w) @ L.T - Z * V, O, V

def pseudo(N, Z, l, kap):
    H, O, _ = matrices(N, Z, l, kap)
    E, C = eigh(H, O); eps = E + kap ** 2 / 2
    return eps, d_fac(0, Z, l, kap) * C[0] ** 2 / eps, C

def weight_x(th, Z, l, kap):
    Ph = Z / kap * np.tan(th / 2); A = np.abs(Ph)
    gam = 2 * pi * A * np.exp((2 * th - pi) * Ph - pi * A) / (-np.expm1(-2 * pi * A))
    for j in range(1, l + 1): gam = gam * (j * j + Ph ** 2)
    return (l + 1 - Z / kap) * 2 ** (2 * l + 1) / (pi * gamma(2 * l + 2)) * np.sin(th) ** (2 * l + 1) * gam

def bound_mass(n, Z, l, kap):
    n = np.asarray(n, float); gm = Z / n; prod = np.ones_like(n)
    for j in range(-l, l + 1): prod = prod * (n + j)
    c2 = (4 * kap * gm / (kap + gm) ** 2) ** (2 * l + 2) * gm / n * prod / gamma(2 * l + 2) \
        * np.exp(2 * (n - l - 1) * np.log(np.abs(1 - 2 * gm / (kap + gm))))
    return 2 * d_fac(0, Z, l, kap) * c2 / (kap ** 2 - gm ** 2)

def bound_part(Z, l, kap, M=2000):
    if Z <= 0: return np.zeros(0), np.zeros(0)
    n = np.arange(l + 1, M + 1.0); t, w = grid(0, 1 / (M + 0.5), 1, 8)  # tail: midpoint integral
    return (np.r_[kap ** 2 / 2 - Z * Z / (2 * n * n), kap ** 2 / 2 - Z * Z * t * t / 2],
            np.r_[bound_mass(n, Z, l, kap), bound_mass(1 / t, Z, l, kap) * w / t ** 2])

def cont_part(Z, l, kap, th0=0.0):
    th, w = grid(th0, pi, 40, 20)
    return kap ** 2 / (2 * np.sin(th / 2) ** 2), weight_x(th, Z, l, kap) * np.sin(th) * w

def measure(Z, l, kap):
    a, b = bound_part(Z, l, kap), cont_part(Z, l, kap)
    return np.r_[a[0], b[0]], np.r_[a[1], b[1]]

def cumulative(e, Z, l, kap):
    eb, mb = bound_part(Z, l, kap); s = mb[eb <= e].sum()
    if e > kap ** 2 / 2: s += cont_part(Z, l, kap, np.arccos(1 - kap ** 2 / e))[1].sum()
    return s

def defect(N, Z, l, kap):
    return np.prod([kap ** 2 * (n + 1) * (n + 2 * l + 2) /
                    (4 * d_fac(n, Z, l, kap) * d_fac(n + 1, Z, l, kap)) for n in range(N)])

def bound_u(n, l, Z, r, w):
    y = 2 * Z * r / n
    u = y ** (l + 1) * np.exp(-y / 2) * eval_genlaguerre(n - l - 1, 2 * l + 1, y)
    return u / np.sqrt(w @ u ** 2)

# continuum: projections of mpmath's Coulomb function against recurrence, 2F1, generating function, weight
for Z, l, kap, k in [(1, 1, 1.0, 0.6), (-1, 0, 1.0, 1.0), (2, 2, 0.9, 0.4), (1, 0, 0.7, 0.8)]:
    r, w = grid(0, 60 / kap, 24, 10)
    psi = np.sqrt(2 / (pi * k)) * np.array([float(mp.re(mp.coulombf(l, -Z / k, k * q))) for q in r])
    c = np.array([w @ (sturm(n, l, kap, r) * psi / r) for n in range(6)])
    eps = (k * k + kap * kap) / 2; x = 1 - kap ** 2 / eps; th = np.arccos(x); Ph = Z / k
    P = pollaczek(60, x, l, Z / kap)
    for n in range(6):
        hyp = mp.rf(2 * l + 2, n) / mp.factorial(n) * mp.expj(n * th) * \
            mp.hyp2f1(-n, l + 1 + 1j * Ph, 2 * l + 2, 1 - mp.expj(-2 * th))
        assert abs(c[n] / c[0] - g_fac(n, l) * P[n]) < 1e-8
        assert abs(c[n] / c[0] - g_fac(n, l) * complex(hyp)) < 1e-8
    G = (1 - 0.3 * np.exp(1j * th)) ** (-l - 1 + 1j * Ph) * (1 - 0.3 * np.exp(-1j * th)) ** (-l - 1 - 1j * Ph)
    assert abs(G - sum(P[n] * 0.3 ** n for n in range(61))) < 1e-11
    assert abs(d_fac(0, Z, l, kap) * c[0] ** 2 * eps / kap ** 2 / weight_x(th, Z, l, kap) - 1) < 1e-9
assert abs(pollaczek(7, 0.37, 2, 0.0)[7] - eval_gegenbauer(7, 3, 0.37)) < 1e-11

cases = [(1, 1, 1.0), (1, 0, 1.3), (2, 2, 0.9), (-1, 0, 1.0), (1, 0, 0.7)]
for Z, l, kap in cases:
    nu = Z / kap; d0 = d_fac(0, Z, l, kap)
    H, O, V = matrices(8, Z, l, kap); n = np.arange(8)
    off = -np.sqrt((n[:-1] + 1) * (n[:-1] + 2 * l + 2)) / (2 * kap)
    assert np.abs(O - np.diag((n + l + 1) / kap) - np.diag(off, 1) - np.diag(off, -1)).max() < 1e-11
    assert np.abs(V - np.eye(8)).max() < 1e-11
    assert np.abs(H + kap ** 2 / 2 * O - np.diag(d_fac(n, Z, l, kap))).max() < 1e-11
    if Z > 0:  # bound states: projections and masses
        for nq in (l + 1, l + 2):
            r, w = grid(0, max(60 / kap, 40 * nq / Z), 100, 10); u = bound_u(nq, l, Z, r, w)
            c = np.array([w @ (sturm(m, l, kap, r) * u / r) for m in range(5)])
            eb = kap ** 2 / 2 - Z * Z / (2 * nq * nq); xb = 1 - kap ** 2 / eb
            assert abs(xb) > 1 and abs(d0 * c[0] ** 2 / eb / bound_mass(nq, Z, l, kap) - 1) < 1e-10
            P = pollaczek(4, xb, l, nu)
            assert max(abs(c[m] / c[0] - g_fac(m, l) * P[m]) for m in range(5)) < 1e-8
    em, mm = measure(Z, l, kap); xm = 1 - kap ** 2 / em
    assert (mm.min() >= 0) == (d0 > 0)
    P = np.array(pollaczek(5, xm, l, nu))
    h = np.array([d0 / (g_fac(m, l) ** 2 * d_fac(m, Z, l, kap)) for m in range(6)])
    gram = (P * mm) @ P.T / np.sqrt(np.abs(np.outer(h, h)))
    assert np.abs(gram - np.diag(np.sign(h))).max() < 1e-9
    N = 4
    eps, wj, C = pseudo(N, Z, l, kap); xj = 1 - kap ** 2 / eps
    roots = pollaczek(N, Polynomial([0.0, 1.0]), l, nu)[N].roots()
    assert np.abs(np.sort(roots.real) - np.sort(xj)).max() < 1e-9 and np.abs(roots.imag).max() < 1e-9
    Pj = np.array(pollaczek(N - 1, xj, l, nu))
    assert np.abs(C / C[0] - Pj * g_fac(np.arange(N), l)[:, None]).max() < 1e-8
    assert np.abs(wj * (Pj ** 2 / h[:N, None]).sum(0) - 1).max() < 1e-8
    for k in range(2 * N + 1):
        tol = 1e-10 * max(1.0, np.abs(mm) @ np.abs(xm) ** k)
        diff = mm @ xm ** k - wj @ xj ** k
        if k < 2 * N: assert abs(diff) < tol
        else: assert abs(diff - defect(N, Z, l, kap)) < tol and abs(diff) > 1e3 * tol
    s1 = 2 * kap * d0 / (2 * l + 1)
    assert abs(mm @ em - s1) < 1e-10
    assert abs(wj @ eps - s1 * (1 - 1 / comb(N + 2 * l + 1, N))) < 1e-11
    assert (eps < 0).sum() == (d_fac(np.arange(N), Z, l, kap) < 0).sum()
    if d0 > 0:
        for j in range(N):
            assert wj[:j].sum() < cumulative(eps[j], Z, l, kap) < wj[:j + 1].sum()
    else:
        assert wj.min() < 0 < wj.max()
        print("signed case Z=1 l=0 kap=0.7 N=4: eps_j (hartree)", np.round(eps, 5))
        print("  w_j", np.round(wj, 5))

# degenerate case d_1 = 0: eigenvalue eps = 0 and P_4 of degree 3
Ed = eigh(*matrices(4, 1, 0, 0.5)[:2])[0] + 0.125
Pd = pollaczek(4, Polynomial([0.0, 1.0]), 0, 2.0)[4].trim(1e-13)
assert Pd.degree() == 3 and (np.abs(Ed) < 1e-11).sum() == 1
assert np.abs(np.sort(Pd.roots().real) - np.sort(1 - 0.25 / Ed[np.abs(Ed) > 1e-11])).max() < 1e-9

# worked example: hydrogen 1s -> p
Z, l, kap = 1, 1, 1.0
print("hydrogen 1s->p: Z=%d l=%d kap=%.1f 1/bohr, d_0..d_3 (1/bohr)" % (Z, l, kap), d_fac(np.arange(4), Z, l, kap))
for m in (1, 2, 3):
    print("P_%d coefficients (x^0 up):" % m, np.round(pollaczek(m, Polynomial([0.0, 1.0]), l, 1.0)[m].coef, 6))
r, w = grid(0, 160, 160, 10)
for nq in (2, 3, 4):
    f = 2 / 3 * (0.5 - 0.5 / nq ** 2) * (w @ (bound_u(1, 0, 1, r, w) * r * bound_u(nq, 1, 1, r, w))) ** 2
    assert abs(f - bound_mass(nq, Z, l, kap)) < 1e-11
    print("f(1s->%dp) = mass of mu = %.6f at x = %.6f" % (nq, f, 1 - 1 / (0.5 - 0.5 / nq ** 2)))
print("bound mass %.6f, continuum mass %.6f" % (bound_part(Z, l, kap)[1].sum(), cont_part(Z, l, kap)[1].sum()))
rs = sp.symbols('r', positive=True)
def op(p):
    y = p * sp.exp(-rs)
    return sp.expand(sp.expand(-sp.diff(y, rs, 2) / 2 + y / rs ** 2 - y / rs + y / 2) * sp.exp(rs))
def inner(p, q):
    return sp.Rational(8, 3) * sum(cf * sp.factorial(m[0]) / 2 ** (m[0] + 1) for m, cf in sp.Poly(sp.expand(p * q), rs).terms())
ys = [rs ** 2]
for k in range(5):
    a = sp.symbols('a2:%d' % (k + 4)); trial = sum(a[i] * rs ** (i + 2) for i in range(len(a)))
    sol = sp.solve(sp.Poly(sp.expand(op(trial) - ys[-1]), rs).coeffs(), a, dict=True)[0]
    ys.append(trial.subs(sol))
Sx = {1: inner(op(ys[0]), op(ys[0])), 0: inner(ys[0], op(ys[0]))}
for k in range(1, 7): Sx[-k] = inner(ys[0], ys[k - 1])
em, mm = measure(Z, l, kap)
for p in Sx: assert abs(mm @ em ** p / float(Sx[p]) - 1) < 1e-11
rules = {N: pseudo(N, Z, l, kap) for N in (1, 2, 3, 4, 8, 16)}
for N in (1, 2, 3):
    eps, wj, _ = rules[N]
    for j in range(N):
        print("N=%d j=%d E=%.6f eps=%.6f hartree x=%.6f w=%.6f" % (N, j + 1, eps[j] - 0.5, eps[j], 1 - 1 / eps[j], wj[j]))
    for k in range(2 * N): assert abs(wj @ eps ** (-k) / float(Sx[-k]) - 1) < 1e-11
    gap = float(Sx[-2 * N]) - wj @ eps ** (-2 * N)
    assert abs(gap - defect(N, Z, l, kap)) < 1e-10
    print("N=%d defect of S(-%d) = %.6f hartree^-%d" % (N, 2 * N, gap, 2 * N))
print("S(p) in hartree^p: p, exact, value, N=1, N=2, N=3")
for p in sorted(Sx, reverse=True):
    print("%+d %s %.6f" % (p, Sx[p], float(Sx[p])), " ".join("%.6f" % (rules[N][1] @ rules[N][0] ** p) for N in (1, 2, 3)))
eps, wj, _ = rules[3]
for j in range(3):
    cu = cumulative(eps[j], Z, l, kap)
    assert wj[:j].sum() < cu < wj[:j + 1].sum()
    print("N=3 bracket j=%d: %.6f < %.6f < %.6f" % (j + 1, wj[:j].sum(), cu, wj[:j + 1].sum()))
    if eps[j] > 0.5:
        rho = weight_x(np.arccos(1 - 1 / eps[j]), Z, l, kap) / eps[j] ** 2
        print("  df/dE = %.6f 1/hartree, W_j = %.6f hartree" % (rho, wj[j] / rho))
def c6(e, f): return 1.5 * (f / e) @ (1 / (e[:, None] + e[None, :])) @ (f / e)
c6x = c6(em, mm); errs = []
for N in (1, 2, 3, 4, 8, 16):
    val = c6(rules[N][0], rules[N][1]); errs.append(abs(val - c6x))
    print("N=%d C6 = %.8f hartree bohr^6, S(+1) = %.6f hartree" % (N, val, rules[N][1] @ rules[N][0]))
assert all(errs[i] > errs[i + 1] for i in range(4)) and errs[-1] < 1e-7
a0 = pc['Bohr radius'][0] * 1e10; Eh = pc['Hartree energy in eV'][0]
print("C6 from exact distribution = %.8f hartree bohr^6 = %.5f eV angstrom^6" % (c6x, c6x * Eh * a0 ** 6))
print("polarizability = %.6f bohr^3 = %.6f angstrom^3" % (float(Sx[-2]), float(Sx[-2]) * a0 ** 3))
print("all good")
```

It prints:

```
signed case Z=1 l=0 kap=0.7 N=4: eps_j (hartree) [-0.25498  0.12026  0.24587  1.00885]
  w_j [ 1.10404 -0.03352 -0.02712 -0.0434 ]
hydrogen 1s->p: Z=1 l=1 kap=1.0 1/bohr, d_0..d_3 (1/bohr) [1. 2. 3. 4.]
P_1 coefficients (x^0 up): [2. 2.]
P_2 coefficients (x^0 up): [0. 6. 4.]
P_3 coefficients (x^0 up): [-3.333333  0.666667 14.666667  8.      ]
f(1s->2p) = mass of mu = 0.416197 at x = -1.666667
f(1s->3p) = mass of mu = 0.079102 at x = -1.250000
f(1s->4p) = mass of mu = 0.028991 at x = -1.133333
bound mass 0.565004, continuum mass 0.434996
N=1 j=1 E=0.000000 eps=0.500000 hartree x=-1.000000 w=1.000000
N=1 defect of S(-2) = 0.500000 hartree^-2
N=2 j=1 E=-0.100000 eps=0.400000 hartree x=-1.500000 w=0.666667
N=2 j=2 E=0.500000 eps=1.000000 hartree x=0.000000 w=0.333333
N=2 defect of S(-4) = 0.208333 hartree^-4
N=3 j=1 E=-0.118909 eps=0.381091 hartree x=-1.624044 w=0.506672
N=3 j=2 E=0.116576 eps=0.616576 hartree x=-0.621860 w=0.368005
N=3 j=3 E=1.202333 eps=1.702333 hartree x=0.412571 w=0.125323
N=3 defect of S(-6) = 0.078125 hartree^-6
S(p) in hartree^p: p, exact, value, N=1, N=2, N=3
+1 2/3 0.666667 0.500000 0.600000 0.633333
+0 1 1.000000 1.000000 1.000000 1.000000
-1 2 2.000000 2.000000 2.000000 2.000000
-2 9/2 4.500000 4.000000 4.500000 4.500000
-3 43/4 10.750000 8.000000 10.750000 10.750000
-4 319/12 26.583333 16.000000 26.375000 26.583333
-5 9673/144 67.173611 32.000000 65.437500 67.173611
-6 297541/1728 172.188079 64.000000 163.093750 172.109954
N=3 bracket j=1: 0.000000 < 0.416197 < 0.506672
N=3 bracket j=2: 0.506672 < 0.702987 < 0.874677
  df/dE = 0.888512 1/hartree, W_j = 0.414181 hartree
N=3 bracket j=3: 0.874677 < 0.958859 < 1.000000
  df/dE = 0.049248 1/hartree, W_j = 2.544761 hartree
N=1 C6 = 6.00000000 hartree bohr^6, S(+1) = 0.500000 hartree
N=2 C6 = 6.48214286 hartree bohr^6, S(+1) = 0.600000 hartree
N=3 C6 = 6.49844398 hartree bohr^6, S(+1) = 0.633333 hartree
N=4 C6 = 6.49900258 hartree bohr^6, S(+1) = 0.647619 hartree
N=8 C6 = 6.49902670 hartree bohr^6, S(+1) = 0.662626 hartree
N=16 C6 = 6.49902671 hartree bohr^6, S(+1) = 0.665979 hartree
C6 from exact distribution = 6.49902671 hartree bohr^6 = 3.88334 eV angstrom^6
polarizability = 4.500000 bohr^3 = 0.666831 angstrom^3
all good
```
